# Converting force constants from rydberg per bohr squared to inverse centimetres: a program that tests the result

```python
"""
Result under test: a force constant c in Ry/bohr^2 and a mass of A atomic
mass units give the harmonic wavenumber
    nu = R_inf * sqrt(c / (911.44 A))   in cm^-1,
where 911.44 = m_u/(2 m_e) and R_inf is the Rydberg energy in cm^-1.
k is the bond force constant, mu the reduced mass, a0 the bohr radius.
Example: CO, LDA (Slater + VWN), 6-31G*, average atomic masses.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, dft
from pyscf.hessian import rks as rks_hessian

# Rydberg units built from SI constants
hbar, m_e, m_u = sc.hbar, sc.m_e, sc.atomic_mass
a0 = sc.physical_constants["Bohr radius"][0]
ry = sc.physical_constants["Rydberg constant times hc in J"][0]
ry_cm = ry / (sc.h * sc.c) / 100
ha_cm = 2 * ry_cm
mass_unit = hbar**2 / (ry * a0**2)
amu_ry = m_u / mass_unit
amu_ha = m_u / m_e
e2_ry = sc.e**2 / (4 * np.pi * sc.epsilon_0) / (ry * a0)
assert abs(mass_unit / m_e - 2) < 1e-7
assert abs(e2_ry - 2) < 1e-7
assert abs(amu_ry - 911.44) < 0.005


def wavenumber_ry(c, mass_amu):
    """Wavenumber in cm^-1 from c in Ry/bohr^2."""
    return ry_cm * np.sqrt(c / (amu_ry * mass_amu))


def wavenumber_si(c, mass_amu):
    """Same quantity through N/m, kg and rad/s."""
    omega = np.sqrt(c * ry / a0**2 / (mass_amu * m_u))
    return omega / (2 * np.pi * sc.c) / 100


def run_co(distance):
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, distance)]],
                unit="Bohr", basis="6-31g*", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 3
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


# Energy curve: minimum and curvature
center = 2.15
shifts = 0.05 * np.arange(-2, 3)
energies = np.array([run_co(center + s)[1].e_tot for s in shifts])
curve = np.poly1d(np.polyfit(shifts, energies - energies[2], 4))
roots = curve.deriv().roots
real_roots = roots[np.abs(roots.imag) < 1e-8].real
s_min = real_roots[np.argmin(np.abs(real_roots))]
assert abs(s_min) < 0.08 and curve.deriv(2)(s_min) > 0
k_curve = 2 * curve.deriv(2)(s_min)      # hartree to rydberg

# Linear-response force constants at the minimum
mol, mf = run_co(center + s_min)
hess = rks_hessian.Hessian(mf).kernel()
c_ha = hess[:, :, 2, 2]
c_ry = 2 * c_ha
k = -0.5 * (c_ry[0, 1] + c_ry[1, 0])
defect = np.max(np.abs(c_ry.sum(axis=1)))
assert abs(k / k_curve - 1) < 0.01       # finite grid and fit error
assert defect < 0.02 * k                 # finite integration grid

# Dynamical matrix with translation invariance imposed
masses = np.array(mol.atom_mass_list(isotope_avg=True), dtype=float)
mu = masses.prod() / masses.sum()
pattern = np.array([[1.0, -1.0], [-1.0, 1.0]])
dyn = k * pattern / (amu_ry * np.sqrt(np.outer(masses, masses)))
eig = np.linalg.eigvalsh(dyn)
nu = ry_cm * np.sqrt(eig[1])
nu_si = wavenumber_si(k, mu)
assert abs(eig[0]) < 1e-10 * eig[1]
assert abs(nu / nu_si - 1) < 1e-7
raw = c_ry / (amu_ry * np.sqrt(np.outer(masses, masses)))
nu_raw = ry_cm * np.sqrt(np.linalg.eigvalsh(0.5 * (raw + raw.T))[1])
assert abs(nu_raw / nu - 1) < 0.01

# Vibrational Schroedinger equation on a grid, energies in Ry
x = np.linspace(-0.8, 0.8, 2001)
dx = x[1] - x[0]
kinetic = hbar**2 / (2 * mu * m_u * a0**2) / ry
levels = eigh_tridiagonal(2 * kinetic / dx**2 + 0.5 * k * x**2,
                          np.full(x.size - 1, -kinetic / dx**2),
                          eigvals_only=True, select="i",
                          select_range=(0, 1))
nu_grid = (levels[1] - levels[0]) * ry_cm
assert abs(nu_grid / nu - 1) < 1e-4      # second-order grid error

# All mixtures of Rydberg and Hartree numbers
mixtures = []
for h_c in (0, 1):
    for h_m in (0, 1):
        for h_e in (0, 1):
            number = (k, k / 2)[h_c]
            mass = mu * (amu_ry, amu_ha)[h_m]
            found = (ry_cm, ha_cm)[h_e] * np.sqrt(number / mass)
            ratio = found / nu_si
            assert abs(ratio - 2**(h_e - (h_c + h_m) / 2)) < 1e-6
            mixtures.append((h_c, h_m, h_e, found, ratio))

# Parabola coefficient a in E = E0 + a u^2 mistaken for k
d = 0.01
a_coef = 2 * (curve(s_min + d) + curve(s_min - d)
              - 2 * curve(s_min)) / (2 * d**2)
nu_a = wavenumber_ry(a_coef, mu)
assert abs(nu_a / nu - 1 / np.sqrt(2)) < 0.01

# Equal masses: full mass mistaken for reduced mass
equal_mass = 10.0
eig_equal = np.linalg.eigvalsh(k * pattern / (amu_ry * equal_mass))[1]
ratio_equal = wavenumber_ry(k, equal_mass) / (ry_cm * np.sqrt(eig_equal))
assert abs(ratio_equal - 1 / np.sqrt(2)) < 1e-10

print(f"Rydberg mass unit / electron mass: {mass_unit / m_e:.6f}")
print(f"e^2 in Ry bohr: {e2_ry:.6f}")
print(f"atomic mass unit / electron mass: {amu_ha:.4f}")
print(f"atomic mass unit in Rydberg units: {amu_ry:.4f}")
print(f"1 Ry: {ry_cm:.3f} cm^-1")
print(f"1 hartree: {ha_cm:.3f} cm^-1")
print(f"1 Ry/bohr^2: {ry / a0**2:.3f} N/m")
print(f"wavenumber for c=1, A=1: {wavenumber_ry(1, 1):.3f} cm^-1")
print(f"CO bond length at minimum: {center + s_min:.4f} bohr")
print(f"C mass: {masses[0]:.4f} u")
print(f"O mass: {masses[1]:.4f} u")
print(f"reduced mass: {mu:.5f} u")
print(f"reduced mass in Rydberg units: {mu * amu_ry:.3f}")
print(f"Hessian C-C axial: {c_ha[0, 0]:.6f} hartree/bohr^2")
print(f"Hessian C-O axial: {c_ha[0, 1]:.6f} hartree/bohr^2")
print(f"Hessian O-O axial: {c_ha[1, 1]:.6f} hartree/bohr^2")
print(f"largest translation-sum defect: {defect:.6f} Ry/bohr^2")
print(f"k from Hessian: {k:.6f} Ry/bohr^2")
print(f"k from energy curve: {k_curve:.6f} Ry/bohr^2")
print(f"k in SI: {k * ry / a0**2:.2f} N/m")
print(f"dynamical-matrix eigenvalue: {eig[1]:.6e} Ry^2/hbar^2")
print(f"hbar omega: {np.sqrt(eig[1]):.7f} Ry")
print(f"CO wavenumber, Rydberg route: {nu:.2f} cm^-1")
print(f"CO wavenumber, SI route: {nu_si:.2f} cm^-1")
print(f"CO wavenumber, grid level spacing: {nu_grid:.2f} cm^-1")
print(f"CO wavenumber, uncorrected Hessian: {nu_raw:.2f} cm^-1")
print("Mixtures: force constant, mass, converter (R=Ry, H=Ha)")
for h_c, h_m, h_e, found, ratio in mixtures:
    label = "RH"[h_c] + "RH"[h_m] + "RH"[h_e]
    print(f"  {label}: {found:.2f} cm^-1, ratio {ratio:.4f}")
print(f"parabola coefficient a: {a_coef:.6f} Ry/bohr^2")
print(f"wavenumber if a is used as k: {nu_a:.2f} cm^-1")
print(f"ratio if a is used as k: {nu_a / nu:.4f}")
print(f"equal masses, M used for M/2, ratio: {ratio_equal:.4f}")
print("all good")
```

Printed output:

```
Rydberg mass unit / electron mass: 2.000000
e^2 in Ry bohr: 2.000000
atomic mass unit / electron mass: 1822.8885
atomic mass unit in Rydberg units: 911.4442
1 Ry: 109737.316 cm^-1
1 hartree: 219474.631 cm^-1
1 Ry/bohr^2: 778.447 N/m
wavenumber for c=1, A=1: 3634.873 cm^-1
CO bond length at minimum: 2.1580 bohr
C mass: 12.0110 u
O mass: 15.9990 u
reduced mass: 6.86055 u
reduced mass in Rydberg units: 6253.008
Hessian C-C axial: 1.221449 hartree/bohr^2
Hessian C-O axial: -1.221346 hartree/bohr^2
Hessian O-O axial: 1.221784 hartree/bohr^2
largest translation-sum defect: 0.000876 Ry/bohr^2
k from Hessian: 2.442691 Ry/bohr^2
k from energy curve: 2.442172 Ry/bohr^2
k in SI: 1901.50 N/m
dynamical-matrix eigenvalue: 3.906426e-04 Ry^2/hbar^2
hbar omega: 0.0197647 Ry
CO wavenumber, Rydberg route: 2168.92 cm^-1
CO wavenumber, SI route: 2168.92 cm^-1
CO wavenumber, grid level spacing: 2168.90 cm^-1
CO wavenumber, uncorrected Hessian: 2169.02 cm^-1
Mixtures: force constant, mass, converter (R=Ry, H=Ha)
  RRR: 2168.92 cm^-1, ratio 1.0000
  RRH: 4337.85 cm^-1, ratio 2.0000
  RHR: 1533.66 cm^-1, ratio 0.7071
  RHH: 3067.32 cm^-1, ratio 1.4142
  HRR: 1533.66 cm^-1, ratio 0.7071
  HRH: 3067.32 cm^-1, ratio 1.4142
  HHR: 1084.46 cm^-1, ratio 0.5000
  HHH: 2168.92 cm^-1, ratio 1.0000
parabola coefficient a: 1.221209 Ry/bohr^2
wavenumber if a is used as k: 1533.57 cm^-1
ratio if a is used as k: 0.7071
equal masses, M used for M/2, ratio: 0.7071
all good
```
